**Born stability tested on symmetry-averaged stiffness matrices**

The program tests the necessary and sufficient stability conditions of unstressed cubic, hexagonal and rhombohedral crystals, where $C_{ij}$ are Voigt stiffnesses in GPa and $K$ is the stiffness matrix in an orthonormal strain basis. It averages 20000 random symmetric matrices over each of the rotation groups O, T, D6, C6, D3 and C3, and asserts that 3, 3, 5, 5, 6 and 7 independent constants remain. For every sample it asserts that the eigenvalues of the full $6\times6$ matrix agree with the block formulas, and that the inequalities hold exactly when all eigenvalues are positive. It also asserts that each inequality is the only one violated in some samples, so none is redundant. Explicit counterexamples show how incomplete or miswritten sets fail, including a cubic case with a negative bulk modulus but positive Christoffel eigenvalues on a grid of directions. For the rhombohedral model, a root search on the full matrix gives a critical $|C_{14}|$ of 34.641 GPa, in agreement with the formula. The last part asserts the rule by which $C_{14}$ and $C_{15}$ change when the axes turn about $z$, and shows an instability that is missed when $C_{15}$ is omitted.

## Check in Python

```python
"""Born stability of an unstressed crystal from the irreps of strain.

Claim: U = (1/2) C_ijkl e_ij e_kl is positive for every strain if and only if
  cubic:        C11-C12 > 0, C11+2C12 > 0, C44 > 0
  hexagonal:    C11-C12 > 0, C11+C12 > 0, (C11+C12)C33 > 2 C13^2, C44 > 0
  rhombohedral: C11-C12 > 0, C11+C12 > 0, (C11+C12)C33 > 2 C13^2,
                (C11-C12)C44 > 2 (C14^2 + C15^2)
Cij are Voigt stiffnesses (GPa), z is the main axis.  K is the stiffness in an
orthonormal basis of symmetric strains, so its eigenvalues are invariant.
The tests average random stiffnesses over each point group and diagonalize
the full 6x6 matrices, without using the block formulas.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
BASIS = np.zeros((6, 3, 3))
VOIGT_INDEX = np.zeros((3, 3), dtype=int)
for a, (i, j) in enumerate(PAIRS):
    BASIS[a, i, j] = BASIS[a, j, i] = 1.0
    BASIS[a] /= np.linalg.norm(BASIS[a])
    VOIGT_INDEX[i, j] = VOIGT_INDEX[j, i] = a


def rotation(axis, degrees):
    axis = np.array(axis, dtype=float)
    axis /= np.linalg.norm(axis)
    return Rotation.from_rotvec(axis * np.radians(degrees)).as_matrix()


def strain_rep(R):
    return np.einsum('aij,ik,bkl,jl->ab', BASIS, R, BASIS, R)


def generate_group(generators):
    group = [np.eye(3)]
    for g in group:                       # the list grows until it closes
        for h in generators:
            new = h @ g
            if not any(np.allclose(new, old, atol=1e-8) for old in group):
                group.append(new)
        assert len(group) <= 24
    return group


def full_tensor(voigt):
    V = VOIGT_INDEX
    return voigt[V[:, :, None, None], V[None, None, :, :]]


def orthonormal(voigt):
    return np.einsum('aij,ijkl,bkl->ab', BASIS, full_tensor(voigt), BASIS)


def axial_voigt(C11, C12, C13, C33, C44, C14=0.0, C15=0.0):
    C66 = (C11 - C12) / 2
    return np.array([[C11, C12, C13, C14, C15, 0],
                     [C12, C11, C13, -C14, -C15, 0],
                     [C13, C13, C33, 0, 0, 0],
                     [C14, -C14, 0, C44, 0, -C15],
                     [C15, -C15, 0, 0, C44, C14],
                     [0, 0, 0, -C15, C14, C66]], dtype=float)


def cubic_voigt(C11, C12, C44):
    M = np.diag([C11] * 3 + [C44] * 3).astype(float)
    M[:3, :3] += C12 * (1 - np.eye(3))
    return M


def block_roots(a, b, c):
    half = np.sqrt(((a - b) / 2)**2 + c**2)
    return [(a + b) / 2 - half, (a + b) / 2 + half]


def formula_eigenvalues(system, c):
    C11, C12, C13, C33, C44, C14, C15 = c
    if system == 'cubic':
        values = [C11 + 2 * C12] + [C11 - C12] * 2 + [2 * C44] * 3
    else:
        singlets = block_roots(C11 + C12, C33, np.sqrt(2) * C13)
        if system == 'hexagonal':
            doublets = [C11 - C12, 2 * C44]
        else:
            doublets = block_roots(C11 - C12, 2 * C44, 2 * np.hypot(C14, C15))
        values = singlets + doublets * 2
    return np.sort(np.array(values).T, axis=-1)


def conditions(system, c):
    C11, C12, C13, C33, C44, C14, C15 = c
    if system == 'cubic':
        return np.array([C11 - C12 > 0, C11 + 2 * C12 > 0, C44 > 0])
    last = C44 > 0
    if system == 'rhombohedral':
        last = (C11 - C12) * C44 > 2 * (C14**2 + C15**2)
    return np.array([C11 - C12 > 0, C11 + C12 > 0,
                     (C11 + C12) * C33 > 2 * C13**2, last])


def spectrum(voigt):
    return np.linalg.eigvalsh(orthonormal(voigt))


def text(values, digits=2):
    return ' '.join(f'{v + 0.0:.{digits}f}' for v in values)


# Character of a rotation on strains, from explicit matrices
for angle in (17.0, 60.0, 90.0, 120.0, 180.0):
    co = np.cos(np.radians(angle))
    trace = np.trace(strain_rep(rotation([1, 2, -1], angle)))
    assert abs(trace - (4 * co**2 + 2 * co)) < 1e-12

# Each entry: system, generators, number of constants from Schur's lemma,
# and sum of squared multiplicities over complex irreps
z, x, d = [0, 0, 1], [1, 0, 0], [1, 1, 1]
CLASSES = {
    'O': ('cubic', [rotation(z, 90), rotation(d, 120)], 3, 3),
    'T': ('cubic', [rotation(z, 180), rotation(d, 120)], 3, 4),
    'D6': ('hexagonal', [rotation(z, 60), rotation(x, 180)], 5, 6),
    'C6': ('hexagonal', [rotation(z, 60)], 5, 8),
    'D3': ('rhombohedral', [rotation(z, 120), rotation(x, 180)], 6, 8),
    'C3': ('rhombohedral', [rotation(z, 120)], 7, 12)}
rng = np.random.default_rng(5)
n_samples = 20000
print(f'Random stiffness matrices per group: {n_samples}')
print('Last column: samples violating only one condition, in stated order')
for name, (system, generators, n_constants, norm) in CLASSES.items():
    reps = [strain_rep(g) for g in generate_group(generators)]
    assert abs(np.mean([np.trace(D)**2 for D in reps]) - norm) < 1e-9
    average = np.mean([np.kron(D, D) for D in reps], axis=0)
    M = rng.normal(size=(n_samples, 6, 6))
    M = (M + M.transpose(0, 2, 1)) / 2 + 0.5 * np.eye(6)
    K = (M.reshape(-1, 36) @ average.T).reshape(-1, 6, 6)
    rank = np.linalg.matrix_rank(K[:60].reshape(60, 36), tol=1e-9)
    assert rank == n_constants
    c = np.array([K[:, 0, 0], K[:, 0, 1], K[:, 0, 2], K[:, 2, 2],
                  K[:, 3, 3] / 2, K[:, 0, 3] / np.sqrt(2),
                  K[:, 0, 4] / np.sqrt(2)])
    for s in range(20):                   # symmetry-imposed matrix pattern
        if system == 'cubic':
            pattern = cubic_voigt(c[0, s], c[1, s], c[4, s])
        else:
            pattern = axial_voigt(*c[:, s])
        assert np.allclose(orthonormal(pattern), K[s], atol=1e-10)
    if name == 'D3':
        assert np.max(np.abs(c[6])) < 1e-10
    numeric = np.linalg.eigvalsh(K)
    assert np.allclose(numeric, formula_eigenvalues(system, c), atol=1e-7)
    truly_stable = numeric[:, 0] > 0
    ok = conditions(system, c)
    assert np.array_equal(np.all(ok, axis=0), truly_stable)
    assert 0 < truly_stable.sum() < n_samples
    only_one = [int(np.sum(~ok[k] & (np.sum(~ok, axis=0) == 1)))
                for k in range(len(ok))]
    assert min(only_one) > 0              # no condition is redundant
    print(f'{name} {system}: constants {rank}, stable '
          f'{truly_stable.sum()}, only-one {only_one}')

# Cubic set without the bulk condition
C11, C12, C44 = 100.0, -60.0, 50.0
cubic = cubic_voigt(C11, C12, C44)
assert C11 > abs(C12) and C44 > 0 and spectrum(cubic)[0] < 0
theta, phi = np.meshgrid(np.radians(np.arange(0, 181, 3)),
                         np.radians(np.arange(0, 360, 3)))
n = np.array([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
              np.cos(theta)]).reshape(3, -1).T
christoffel = np.einsum('ijkl,nj,nl->nik', full_tensor(cubic), n, n)
lowest_wave = np.linalg.eigvalsh(christoffel).min()
assert lowest_wave > 0
print(f'Cubic case C11, C12, C44 (GPa): {text([C11, C12, C44], 0)}')
print(f'  eigenvalues of K (GPa): {text(spectrum(cubic))}')
print(f'  bulk modulus (GPa): {(C11 + 2 * C12) / 3:.2f}')
print(f'  lowest Christoffel eigenvalue (GPa): {lowest_wave:.2f}')

# Hexagonal sets: missing sign, and C11+2C12 written for C11+C12
print('Hexagonal cases, constants C11 C12 C13 C33 C44 (GPa)')
cases = [('no sign condition', (40., -60., 10., -30., 30.), False),
         ('wrong factor accepts', (100., 50., 70., 60., 30.), False),
         ('wrong factor rejects', (100., -40., 30., 60., 30.), True)]
for label, h, stable in cases:
    C11, C12, C13, C33, C44 = h
    right = (C11 + C12) * C33
    wrong = (C11 + 2 * C12) * C33
    limit = 2 * C13**2
    values = spectrum(axial_voigt(*h))
    assert (values[0] > 0) == stable
    assert C11 > C12 and C44 > 0
    if label == 'no sign condition':
        assert right > limit
    else:
        assert C11 > abs(C12) and (wrong > limit) != stable
    print(f'  {label}: {text(h, 0)}')
    print(f'    (C11+C12)C33, (C11+2C12)C33, 2C13^2 (GPa^2): '
          f'{text([right, wrong, limit], 0)}')
    print(f'    eigenvalues of K (GPa): {text(values)}')

# Worked rhombohedral model
base = (100.0, 20.0, 30.0, 60.0, 30.0)
C11, C12, C13, C33, C44 = base
C14 = 20.0
model = axial_voigt(*base, C14)
A_block = np.array([[C11 + C12, np.sqrt(2) * C13], [np.sqrt(2) * C13, C33]])
E_block = np.array([[C11 - C12, 2 * C14], [2 * C14, 2 * C44]])
A_values, E_values = np.linalg.eigvalsh(A_block), np.linalg.eigvalsh(E_block)
assert np.allclose(np.sort(np.r_[A_values, E_values, E_values]),
                   spectrum(model))
voigt_values = np.linalg.eigvalsh(model)
assert np.all(voigt_values > 0)
print(f'Rhombohedral C11 C12 C13 C33 C44 C14 (GPa): {text(base + (C14,), 0)}')
print(f'  A1 block 11, 12, 22 (GPa): {text(A_block[[0, 0, 1], [0, 1, 1]])}')
print(f'  A1 eigenvalues (GPa): {text(A_values)}')
print(f'  E block 11, 12, 22 (GPa): {text(E_block[[0, 0, 1], [0, 1, 1]])}')
print(f'  E eigenvalues, each twice (GPa): {text(E_values)}')
print(f'  Voigt-matrix eigenvalues (GPa): {text(voigt_values)}')
print(f'  (C11+C12)C33, 2C13^2 (GPa^2): '
      f'{text([(C11 + C12) * C33, 2 * C13**2], 0)}')
print(f'  (C11-C12)C44, 2C14^2 (GPa^2): '
      f'{text([(C11 - C12) * C44, 2 * C14**2], 0)}')
critical = brentq(lambda v: spectrum(axial_voigt(*base, v))[0], 20.0, 45.0)
assert abs(critical - np.sqrt((C11 - C12) * C44 / 2)) < 1e-8
print(f'  critical |C14| (GPa): {critical:.3f}')

# Larger C14: hexagonal conditions hold, but an E strain is soft
C14 = 36.0
unstable = axial_voigt(*base, C14)
assert np.all(conditions('hexagonal', base + (C14, 0.0)))
values = spectrum(unstable)
assert values[1] < 0 < values[2] and abs(values[0] - values[1]) < 1e-9
assert np.sum(np.linalg.eigvalsh(unstable) < 0) == 2
E_values, vectors = np.linalg.eigh([[C11 - C12, 2 * C14], [2 * C14, 2 * C44]])
soft = vectors[:, 0] * np.sign(vectors[0, 0])
amplitude = 0.01
e_xx, e_yz = amplitude * soft / np.sqrt(2)
strain = np.array([[e_xx, 0, 0], [0, -e_xx, e_yz], [0, e_yz, 0]])
energy = 0.5 * np.einsum('ij,ijkl,kl', strain, full_tensor(unstable), strain)
assert abs(energy - 0.5 * E_values[0] * amplitude**2) < 1e-12
assert energy < 0
print(f'With C14 = {C14:.0f} GPa: eigenvalues of K (GPa): {text(values)}')
print(f'  2C14^2 (GPa^2): {2 * C14**2:.0f}')
print(f'  soft strain of norm {amplitude}: e_xx = -e_yy = {e_xx:.6f}, '
      f'e_yz = {e_yz:.6f}')
print(f'  energy density of this strain (GPa): {energy:.4e}')

# Both couplings: neither is critical alone, their combination is
C14, C15 = 28.0, 24.0
assert spectrum(axial_voigt(*base, C14, 0.0))[0] > 0
assert spectrum(axial_voigt(*base, 0.0, C15))[0] > 0
both = axial_voigt(*base, C14, C15)
assert spectrum(both)[0] < 0


def in_turned_axes(voigt, angle):
    co, si = np.cos(angle), np.sin(angle)
    a = np.array([[co, si, 0], [-si, co, 0], [0, 0, 1]])
    turned = np.einsum('ip,jq,kr,ls,pqrs->ijkl', a, a, a, a,
                       full_tensor(voigt), optimize=True)
    return turned[0, 0, 1, 2], turned[0, 0, 0, 2]


for angle in (0.2, 1.1, -0.7):
    new14, new15 = in_turned_axes(both, angle)
    assert abs(new14 + 1j * new15
               - (C14 + 1j * C15) * np.exp(3j * angle)) < 1e-10
turn = -np.arctan2(C15, C14) / 3
new14, new15 = in_turned_axes(both, turn)
assert abs(new15) < 1e-10 and abs(new14 - np.hypot(C14, C15)) < 1e-10
print(f'With C14, C15 = {text([C14, C15], 0)} GPa:')
print(f'  eigenvalues of K (GPa): {text(spectrum(both))}')
print(f'  lowest eigenvalue with C15 omitted (GPa): '
      f'{spectrum(axial_voigt(*base, C14))[0]:.2f}')
print(f'  2C14^2, 2(C14^2+C15^2) (GPa^2): '
      f'{text([2 * C14**2, 2 * (C14**2 + C15**2)], 0)}')
print(f'  axis turn removing C15 (degrees): {np.degrees(turn):.3f}')
print(f'  C14 in the turned axes (GPa): {new14:.3f}')
print('PASS')
```

It prints:

```
Random stiffness matrices per group: 20000
Last column: samples violating only one condition, in stated order
O cubic: constants 3, stable 8650, only-one [2546, 3822, 2011]
T cubic: constants 3, stable 8634, only-one [2672, 3662, 1980]
D6 hexagonal: constants 5, stable 3774, only-one [1197, 569, 4249, 1134]
C6 hexagonal: constants 5, stable 3793, only-one [1157, 557, 4147, 1197]
D3 rhombohedral: constants 6, stable 2848, only-one [195, 386, 3023, 2191]
C3 rhombohedral: constants 7, stable 2077, only-one [96, 299, 2168, 2925]
Cubic case C11, C12, C44 (GPa): 100 -60 50
  eigenvalues of K (GPa): -20.00 100.00 100.00 100.00 160.00 160.00
  bulk modulus (GPa): -6.67
  lowest Christoffel eigenvalue (GPa): 50.00
Hexagonal cases, constants C11 C12 C13 C33 C44 (GPa)
  no sign condition: 40 -60 10 -30 30
    (C11+C12)C33, (C11+2C12)C33, 2C13^2 (GPa^2): 600 2400 200
    eigenvalues of K (GPa): -40.00 -10.00 60.00 60.00 100.00 100.00
  wrong factor accepts: 100 50 70 60 30
    (C11+C12)C33, (C11+2C12)C33, 2C13^2 (GPa^2): 9000 12000 9800
    eigenvalues of K (GPa): -3.74 50.00 50.00 60.00 60.00 213.74
  wrong factor rejects: 100 -40 30 60 30
    (C11+C12)C33, (C11+2C12)C33, 2C13^2 (GPa^2): 3600 1200 1800
    eigenvalues of K (GPa): 17.57 60.00 60.00 102.43 140.00 140.00
Rhombohedral C11 C12 C13 C33 C44 C14 (GPa): 100 20 30 60 30 20
  A1 block 11, 12, 22 (GPa): 120.00 42.43 60.00
  A1 eigenvalues (GPa): 38.04 141.96
  E block 11, 12, 22 (GPa): 80.00 40.00 60.00
  E eigenvalues, each twice (GPa): 28.77 111.23
  Voigt-matrix eigenvalues (GPa): 14.38 17.25 38.04 55.62 92.75 141.96
  (C11+C12)C33, 2C13^2 (GPa^2): 7200 1800
  (C11-C12)C44, 2C14^2 (GPa^2): 2400 800
  critical |C14| (GPa): 34.641
With C14 = 36 GPa: eigenvalues of K (GPa): -2.69 -2.69 38.04 141.96 142.69 142.69
  2C14^2 (GPa^2): 2592
  soft strain of norm 0.01: e_xx = -e_yy = 0.004643, e_yz = -0.005333
  energy density of this strain (GPa): -1.3456e-04
With C14, C15 = 28 24 GPa:
  eigenvalues of K (GPa): -4.43 -4.43 38.04 141.96 144.43 144.43
  lowest eigenvalue with C15 omitted (GPa): 13.11
  2C14^2, 2(C14^2+C15^2) (GPa^2): 1568 2720
  axis turn removing C15 (degrees): -13.534
  C14 in the turned axes (GPa): 36.878
PASS
```
